\section*{Third-Harmonic Polarization of a Rayleigh Loop}

\section{Problem}

A ferroelectric contains many domain-wall segments held by pinning centres. Describe each segment by a response $x$, its displacement expressed in units of field, and by a threshold $h\ge 0$. The pinned segment feels the net driving field $E-x$, where $-x$ represents the restoring force. It stays at rest while $|E-x|\le h$. When a further change of $E$ would violate this condition, it moves just far enough to keep $|E-x|=h$. The segments do not interact, and there is no creep or inertia, so the response does not depend on the rate at which the field is swept.

The thresholds are uniformly distributed from zero to some value not smaller than the largest field applied. The polarization is
\begin{equation}
P=\chi E+2\alpha\int x(h)\,dh ,
\label{eq:model}
\end{equation}
where $\chi$ is a linear, reversible coefficient in F/m and $\alpha>0$ is the Rayleigh coefficient in C/V$^2$. In the virgin state $E=0$ and all $x=0$. The field is then
\begin{equation}
E=E_0\sin\theta,\qquad \theta=\omega t .
\end{equation}
Fourier coefficients are peak coefficients, defined for $n\ge1$ by
\begin{equation}
S_n=\frac1\pi\int_{-\pi}^{\pi}P\sin n\theta\,d\theta,\qquad
C_n=\frac1\pi\int_{-\pi}^{\pi}P\cos n\theta\,d\theta .
\label{eq:coeff}
\end{equation}
The magnitude of the $n$th harmonic is $\sqrt{S_n^2+C_n^2}$.

\begin{enumerate}
\item[(a)] Find the virgin curve and the two branches of the steady loop.
\item[(b)] Write the loop as one function of $\theta$. Which harmonics can it contain, and with which phase?
\item[(c)] Show that the magnitude of the third-harmonic polarization is $4\alpha E_0^2/(15\pi)$.
\item[(d)] Find the coefficients of all odd harmonics. Check the first one against the energy lost per cycle.
\item[(e)] Evaluate the results for $\chi/\varepsilon_0=1000$, $\alpha/\varepsilon_0=2.0\times10^{-4}$ m/V and $E_0=1.0\times10^{6}$ V/m. These are round model parameters, not data for a particular material. In a real ferroelectric the model can apply only at fields well below those that switch whole domains; whether $10^6$ V/m is low enough depends on the material.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] At a tip of the loop, every segment that has moved is at the edge of its permitted range. By how much must the field change before $E-x$ reaches the opposite edge?
\item[(b)] The sign in front of the hysteretic term depends on whether the field rises or falls. Express this through the sign of $\cos\theta$. Then examine what happens under $\theta\to-\theta$ and $\theta\to\pi-\theta$.
\item[(c)] Reduce the integral to a quarter period, and write $\cos3\theta$ as a polynomial in $\cos\theta$.
\item[(d)] For general $n$, a product-to-sum identity is more convenient. For the loss, ask which harmonics of $P$ do net work against a purely sinusoidal field.
\end{enumerate}

\section{Solution}

\subsection{(a) From pinned segments to the loop}

Raise the field from the virgin state. A segment with $h>E$ has not moved. A segment with $h<E$ follows the field at distance $h$, so $x=E-h$. Equation~\eqref{eq:model} gives
\begin{equation}
P=\chi E+2\alpha\int_0^E(E-h)\,dh
=\chi E+2\alpha\left(E^2-\frac{E^2}{2}\right)
=\chi E+\alpha E^2 .
\label{eq:virgin}
\end{equation}
The quadratic term arises because a stronger field both releases more segments and moves the released ones further.

At the upper tip, $E=E_0$, the segments with $h<E_0$ have $x=E_0-h$. Let the field now fall. The net field $E-x$ starts at $+h$ and must reach $-h$ before the segment moves, which requires a field change of $2h$. At the lower tip the total change is $2E_0$, and the segment has moved by $2E_0-2h$. It has therefore arrived at
\begin{equation}
x=(E_0-h)-(2E_0-2h)=-(E_0-h).
\end{equation}
This is the mirror image of its position at the upper tip. The same argument takes it back on the return sweep, so the loop is steady from the first tip onward. Segments with $h>E_0$ never move and do not contribute.

Consider the rising branch, and let $\Delta E=E+E_0$ be the field change since the lower tip. Segments with $2h<\Delta E$ have moved by $\Delta E-2h$; the others are still at rest. Hence
\begin{align}
\Delta P&=\chi\,\Delta E+2\alpha\int_0^{\Delta E/2}(\Delta E-2h)\,dh\nonumber\\
&=\chi\,\Delta E+2\alpha\left[\frac{(\Delta E)^2}{2}-\frac{(\Delta E)^2}{4}\right]
=\chi\,\Delta E+\frac{\alpha}{2}(\Delta E)^2 .
\end{align}
The coefficient is half that of the virgin curve because each segment must first cross its full range $2h$, not $h$. The polarization at the lower tip is $-\chi E_0-\alpha E_0^2$, so
\begin{align}
P_{\rm rise}&=-\chi E_0-\alpha E_0^2+\chi(E+E_0)+\frac{\alpha}{2}(E+E_0)^2\nonumber\\
&=\chi E-\alpha E_0^2+\frac{\alpha}{2}\left(E^2+2EE_0+E_0^2\right)\nonumber\\
&=(\chi+\alpha E_0)E-\frac{\alpha}{2}\left(E_0^2-E^2\right).
\label{eq:rise}
\end{align}
The falling branch follows by reversing the signs of both $E$ and $P$:
\begin{equation}
P_{\rm fall}=(\chi+\alpha E_0)E+\frac{\alpha}{2}\left(E_0^2-E^2\right).
\label{eq:fall}
\end{equation}
At $E=\pm E_0$ the two branches meet. At $E=0$ on the falling branch, the remanent polarization is $P_r=\alpha E_0^2/2$.

\subsection{(b) The loop as a function of phase}

Insert $E=E_0\sin\theta$, so that $E_0^2-E^2=E_0^2\cos^2\theta$. Since $dE/d\theta=E_0\cos\theta$, the field rises when $\cos\theta>0$, where the hysteretic term is negative, and falls when $\cos\theta<0$, where it is positive. Both cases are contained in
\begin{equation}
P(\theta)=(\chi+\alpha E_0)E_0\sin\theta-\frac{\alpha E_0^2}{2}\,g(\theta),
\qquad g(\theta)=\cos\theta\,|\cos\theta| .
\label{eq:phase}
\end{equation}
The first term is a pure fundamental, in phase with the field. All higher harmonics come from $g$.

The function $g$ is even in $\theta$, so it has no sine terms. Under $\theta\to\pi-\theta$ it changes sign, while
\begin{equation}
\cos n(\pi-\theta)=(-1)^n\cos n\theta .
\end{equation}
For even $n$, including $n=0$, the product $g\cos n\theta$ therefore changes sign, and the contributions from the two halves of $0<\theta<\pi$ cancel. For odd $n$ the product is unchanged and the two halves are equal. Writing $a_n$ for the cosine coefficients of $g$, we have for odd $n$
\begin{equation}
a_n=\frac{1}{\pi}\int_{-\pi}^{\pi}g\cos n\theta\,d\theta
=\frac{2}{\pi}\int_0^{\pi}g\cos n\theta\,d\theta
=\frac{4}{\pi}\int_0^{\pi/2}\cos^2\theta\cos n\theta\,d\theta .
\label{eq:an}
\end{equation}
The modulus has disappeared because $\cos\theta\ge0$ in the last interval. The loop thus contains odd harmonics, and those above the first are pure cosines.

This phase carries information. A polarization that is a single-valued function of $E$ takes equal values at $\theta$ and $\pi-\theta$, because $\sin\theta$ does. Its odd cosine coefficients then vanish by the same pairing argument. An odd harmonic of cosine type therefore shows that $P$ is not a single-valued function of $E$. In this model the cause is hysteresis from pinning. In a real sample a finite relaxation time also produces such terms without any pinning; those vanish as the frequency is lowered, whereas the terms of a rate-independent loop do not depend on frequency.

\subsection{(c) The third harmonic}

With $\cos3\theta=4\cos^3\theta-3\cos\theta$,
\begin{equation}
\int_0^{\pi/2}\cos^2\theta\cos3\theta\,d\theta
=4\int_0^{\pi/2}\cos^5\theta\,d\theta-3\int_0^{\pi/2}\cos^3\theta\,d\theta .
\end{equation}
The substitution $u=\sin\theta$, $du=\cos\theta\,d\theta$, gives
\begin{align}
\int_0^{\pi/2}\cos^3\theta\,d\theta&=\int_0^1(1-u^2)\,du=\frac23,\\
\int_0^{\pi/2}\cos^5\theta\,d\theta&=\int_0^1(1-u^2)^2du=1-\frac23+\frac15=\frac{8}{15}.
\end{align}
The required integral is therefore
\begin{equation}
\frac{32}{15}-2=\frac{2}{15},
\label{eq:twofifteen}
\end{equation}
and $a_3=(4/\pi)(2/15)=8/(15\pi)$. Multiplying by the factor $-\alpha E_0^2/2$ from Eq.~\eqref{eq:phase},
\begin{equation}
C_3=-\frac{\alpha E_0^2}{2}\,\frac{8}{15\pi}=-\frac{4\alpha E_0^2}{15\pi},
\qquad S_3=0 .
\end{equation}
The third-harmonic polarization and its magnitude are
\begin{equation}
P_3(t)=-\frac{4\alpha E_0^2}{15\pi}\cos3\omega t,
\qquad
|P_3|=\frac{4\alpha E_0^2}{15\pi}.
\label{eq:result}
\end{equation}

This is a peak amplitude. The rms value is smaller by $\sqrt2$. In a two-sided expansion in $e^{in\theta}$, each of the coefficients for $n=\pm3$ has half this magnitude, since $\cos3\theta=(e^{3i\theta}+e^{-3i\theta})/2$.

The phase depends on the time origin, but the magnitude does not. If the field is written as $E_0\cos\omega t'$, then $\theta=\omega t'+\pi/2$ and $\cos3\theta=\cos(3\omega t'+3\pi/2)=\sin3\omega t'$. The third harmonic becomes $-|P_3|\sin3\omega t'$.

\subsection{(d) All odd harmonics and the loss}

For general odd $n$ use
\begin{equation}
\cos^2\theta\cos n\theta=\frac12\cos n\theta+\frac14\cos(n+2)\theta+\frac14\cos(n-2)\theta .
\end{equation}
Let $s_n=\sin(n\pi/2)$, which is $+1$ for $n=1,5,\dots$ and $-1$ for $n=3,7,\dots$. A shift of $n$ by $\pm2$ reverses this sign. Integration from $0$ to $\pi/2$ gives
\begin{align}
\int_0^{\pi/2}\cos^2\theta\cos n\theta\,d\theta
&=\frac{s_n}{2n}-\frac{s_n}{4}\left(\frac{1}{n+2}+\frac{1}{n-2}\right)\nonumber\\
&=\frac{s_n}{2}\left(\frac1n-\frac{n}{n^2-4}\right)
=-\frac{2s_n}{n(n^2-4)} .
\end{align}
Multiplying by $4/\pi$ and by $-\alpha E_0^2/2$,
\begin{equation}
C_n=\frac{4\alpha E_0^2\,s_n}{\pi n(n^2-4)},\qquad n\ \text{odd}.
\label{eq:Cn}
\end{equation}
The first three are
\begin{equation}
C_1=-\frac{4\alpha E_0^2}{3\pi},\qquad
C_3=-\frac{4\alpha E_0^2}{15\pi}=\frac{C_1}{5},\qquad
C_5=+\frac{4\alpha E_0^2}{105\pi}.
\end{equation}
For large $n$ the coefficients fall as $n^{-3}$. The reason is that $g$ and its first derivative are continuous, while its second derivative jumps at the field reversals: near $\theta=\pi/2$, with $v=\pi/2-\theta$, one has $g\simeq v|v|$.

The coefficient $C_1$ can be checked through the energy lost per unit volume and cycle, $W=\oint E\,dP$. Differentiating the Fourier series gives
\begin{equation}
\frac{dP}{d\theta}=\sum_n n\left(S_n\cos n\theta-C_n\sin n\theta\right).
\end{equation}
Multiply by $E_0\sin\theta$ and integrate over one period. By orthogonality, the term with $\sin\theta$ alone survives:
\begin{equation}
W=-\pi E_0C_1=\frac43\alpha E_0^3 .
\label{eq:loss}
\end{equation}
The third harmonic does no net work against a sinusoidal field, although it comes from the same hysteretic term.

The loop area gives $W$ without any Fourier analysis. Integration by parts on the closed loop turns $\oint E\,dP$ into $-\oint P\,dE$, so
\begin{equation}
W=\int_{-E_0}^{E_0}(P_{\rm fall}-P_{\rm rise})\,dE
=\alpha\int_{-E_0}^{E_0}(E_0^2-E^2)\,dE
=\alpha\left(2E_0^3-\frac{2E_0^3}{3}\right)=\frac43\alpha E_0^3 ,
\end{equation}
in agreement with Eq.~\eqref{eq:loss}.

\subsection{(e) Numbers and their reading}

With $\varepsilon_0=8.854\times10^{-12}$ F/m, the Rayleigh coefficient is $\alpha=1.771\times10^{-15}$ C/V$^2$, and
\begin{equation}
\alpha E_0^2=1.771\times10^{-15}\times(1.0\times10^6)^2
=1.771\times10^{-3}\ \text{C/m}^2 .
\end{equation}
The prefactor is $4/(15\pi)=0.08488$, so
\begin{equation}
|P_3|=0.08488\times1.771\times10^{-3}\ \text{C/m}^2
=1.503\times10^{-4}\ \text{C/m}^2,
\end{equation}
or $0.01503\ \mu$C/cm$^2$. Following the individual segments in time from the virgin state, without using the branch equations, gives the same value to the digits quoted; see the numerical output.

The in-phase fundamental is $S_1=(\chi+\alpha E_0)E_0=1.063\times10^{-2}$ C/m$^2$. The third harmonic is therefore about 1.4\% of it. In general,
\begin{equation}
\frac{|P_3|}{S_1}=\frac{4}{15\pi}\,\frac{\alpha E_0}{\chi+\alpha E_0},
\end{equation}
which is proportional to $E_0$ when $\alpha E_0\ll\chi$. Here $\alpha E_0/\chi=0.2$. The ratio is small both because the irreversible part of the response is a minor one and because the numerical prefactor is small.

The other cosine coefficients are $C_1=-7.516\times10^{-4}$ C/m$^2$ and $C_5=2.147\times10^{-5}$ C/m$^2$. The remanent polarization is $8.854\times10^{-4}$ C/m$^2$, so that $|P_3|/P_r=8/(15\pi)=0.170$. The loss is $W=2.361\times10^3$ J/m$^3$ per cycle.

Halving the field reduces the third harmonic to $3.758\times10^{-5}$ C/m$^2$, one quarter of its former value. This differs from the cubic law produced by a reversible term proportional to $E^3$, which is the subject of the first variation.

\section{Variation 1: a reversible cubic term}

\textbf{Question.} The polarization contains an additional reversible part $\beta E^3$. How does the third-harmonic magnitude change, and can $\alpha$ still be obtained from it?

\textbf{Solution.} From $\sin3\theta=3\sin\theta-4\sin^3\theta$,
\begin{equation}
\beta E_0^3\sin^3\theta=\frac{\beta E_0^3}{4}\left(3\sin\theta-\sin3\theta\right).
\end{equation}
The added part contributes $S_3=-\beta E_0^3/4$ and leaves $C_3$ unchanged, as expected for a single-valued function of $E$. The two contributions are a quarter period of the third harmonic apart, so their squares add:
\begin{equation}
|P_3|=\sqrt{\left(\frac{4\alpha E_0^2}{15\pi}\right)^2+\left(\frac{\beta E_0^3}{4}\right)^2}.
\label{eq:cubic}
\end{equation}
The sign of $\beta$ does not affect the magnitude.

Take $\beta/\varepsilon_0=1.0\times10^{-10}$ m$^2$/V$^2$ with the other parameters as before. Then
\begin{equation}
S_3=-2.214\times10^{-4}\ \text{C/m}^2,\qquad
C_3=-1.503\times10^{-4}\ \text{C/m}^2,
\end{equation}
and the magnitude is $2.676\times10^{-4}$ C/m$^2$. If this were attributed to the Rayleigh loop alone, the inferred $\alpha$ would be too large by the factor $2.676/1.503=1.78$. The cosine component, measured with the phase referred to the field, still gives the correct $\alpha$ in this model. This requires an accurate phase reference: a small error $\delta$ in $\theta$ mixes about $3\delta S_3$ into $C_3$, so for the numbers above an error of one degree shifts the inferred $\alpha$ by about 8\%.

The field dependence also separates the two terms. They are equal in size at
\begin{equation}
E_\times=\frac{16\alpha}{15\pi|\beta|}
=0.3395\times\frac{2.0\times10^{-4}}{1.0\times10^{-10}}\ \text{V/m}
\simeq6.8\times10^5\ \text{V/m}.
\end{equation}
Well below $E_\times$ the magnitude follows the Rayleigh law $E_0^2$; well above it, it approaches $E_0^3$, provided that this form of the response still holds there.

\section{Variation 2: no weak pins}

\textbf{Question.} All segments with thresholds below $h_0=E_0/2$ are removed. The density $2\alpha$ of the remaining ones is unchanged. Find the third harmonic.

\textbf{Solution.} At the upper tip the irreversible polarization is now
\begin{equation}
2\alpha\int_{h_0}^{E_0}(E_0-h)\,dh=\alpha(E_0-h_0)^2=\frac{\alpha E_0^2}{4}.
\end{equation}
On the rising branch nothing moves until $\Delta E=2h_0=E_0$, that is, until $E=0$. Beyond that point the irreversible change since the lower tip is
\begin{align}
2\alpha\int_{h_0}^{\Delta E/2}(\Delta E-2h)\,dh
&=2\alpha\left[\frac{(\Delta E)^2}{4}-h_0\Delta E+h_0^2\right]\nonumber\\
&=\frac{\alpha}{2}(\Delta E-2h_0)^2=\frac{\alpha}{2}E^2 ,
\end{align}
where the last step uses $\Delta E-2h_0=(E+E_0)-E_0=E$. The irreversible part of the rising branch is thus
\begin{equation}
P_{\rm irr}=-\frac{\alpha E_0^2}{4}+
\begin{cases}0,&E<0,\\[2pt] \alpha E^2/2,&E>0.\end{cases}
\end{equation}
The falling branch is its mirror image, so $P_{\rm irr}(\theta+\pi)=-P_{\rm irr}(\theta)$. Odd harmonics can then be found from the rising half period, $-\pi/2<\theta<\pi/2$, with prefactor $2/\pi$.

For the sine component, the constant drops out because $\sin3\theta$ is odd:
\begin{align}
S_3&=\frac{2}{\pi}\,\frac{\alpha E_0^2}{2}\int_0^{\pi/2}\sin^2\theta\sin3\theta\,d\theta\nonumber\\
&=\frac{\alpha E_0^2}{\pi}\left(3\cdot\frac23-4\cdot\frac{8}{15}\right)
=-\frac{2\alpha E_0^2}{15\pi}.
\end{align}
The integrals of $\sin^3\theta$ and $\sin^5\theta$ over a quarter period equal those of the corresponding cosines.

For the cosine component two integrals are needed. The first is $\int_{-\pi/2}^{\pi/2}\cos3\theta\,d\theta=-2/3$. The second follows from $\sin^2\theta=1-\cos^2\theta$ and Eq.~\eqref{eq:twofifteen}:
\begin{equation}
\int_0^{\pi/2}\sin^2\theta\cos3\theta\,d\theta=-\frac13-\frac{2}{15}=-\frac{7}{15}.
\end{equation}
Hence
\begin{equation}
C_3=\frac{2\alpha E_0^2}{\pi}\left[-\frac14\left(-\frac23\right)+\frac12\left(-\frac{7}{15}\right)\right]
=\frac{2\alpha E_0^2}{\pi}\left(\frac16-\frac{7}{30}\right)=-\frac{2\alpha E_0^2}{15\pi}.
\end{equation}
Both components are half the Rayleigh value, and
\begin{equation}
|P_3|=\frac{1}{\sqrt2}\,\frac{4\alpha E_0^2}{15\pi}.
\end{equation}
For the parameters of part (e), each component is $-7.516\times10^{-5}$ C/m$^2$, and the magnitude is 0.707 times the Rayleigh result. The presence of pinning is therefore not enough to guarantee Eq.~\eqref{eq:result}, whose derivation assumed a uniform threshold density down to $h=0$.

The loss shows how this failure can be hidden. The difference between the branches is $\alpha E_0^2/2-\alpha E^2/2$ at every field, so
\begin{equation}
W=\frac{\alpha}{2}\int_{-E_0}^{E_0}(E_0^2-E^2)\,dE=\frac23\alpha E_0^3 .
\end{equation}
Since $W=-\pi E_0C_1$ holds for any steady loop under a sinusoidal field, $C_1$ is halved as well, and the ratio $C_3/C_1=1/5$ is unchanged. At this field amplitude, the two cosine coefficients alone would be mistaken for those of a Rayleigh loop with coefficient $\alpha/2$. The sine component $S_3$, which vanishes for a pure Rayleigh loop, reveals that this is not one, although at a single amplitude it does not identify the cause. It also shows that an in-phase third harmonic does not by itself prove a reversible nonlinearity: here it comes entirely from pinned walls.

\section*{Table of computed values}
\begin{verbatim}
initial relative susceptibility: 1000
alpha/epsilon_0: 2.0e-04 m/V
epsilon_0: 8.85419e-12 F/m
alpha: 1.77084e-15 C/V^2
field amplitude E0: 1.00e+06 V/m
alpha E0^2: 1.7708e-03 C/m^2
tip polarization: 1.0625e-02 C/m^2
remanent polarization: 8.8542e-04 C/m^2
first harmonic, sine part: 1.0625e-02 C/m^2
first harmonic, cosine part: -7.5157e-04 C/m^2
third harmonic, cosine part: -1.5031e-04 C/m^2
fifth harmonic, cosine part: 2.1473e-05 C/m^2
third harmonic magnitude, simulated: 1.5031e-04 C/m^2
third harmonic magnitude, formula: 1.5031e-04 C/m^2
same, converted: 1.5031e-02 microC/cm^2
prefactor 4/(15 pi): 0.08488
third harmonic / remanent polarization: 0.1698
third / first cosine part: 0.2000
loss per cycle: 2.3611e+03 J/m^3
third harmonic magnitude at E0/2: 3.7578e-05 C/m^2
beta/epsilon_0 of cubic term: 1.0e-10 m^2/V^2
with cubic term, sine part: -2.2135e-04 C/m^2
with cubic term, cosine part: -1.5031e-04 C/m^2
with cubic term, magnitude: 2.6757e-04 C/m^2
no pins below E0/2, magnitude / formula: 0.7071
no pins below E0/2, sine part: -7.5157e-05 C/m^2
no pins below E0/2, cosine part: -7.5157e-05 C/m^2
\end{verbatim}
